# Re-ignition delay of a pulsed plasma and its dependence on off time: test program

```python
"""Re-ignition delay of a pulsed plasma.
Result under test: t_d = (tau_g/tau_d)*(t_off - t_0), t_0 = tau_d*ln(1/f),
for t_off >= t_0, and t_d = 0 for shorter off times.
t_off: off time; tau_d: afterglow decay time; tau_g: growth time at turn-on;
f: threshold density divided by the density n_on at turn-off.
Times are in microseconds, densities in cm^-3, temperatures in eV.
The density variable x is n/n_on. Rates are integrated numerically and
the threshold crossing is located, then compared with closed formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

# Rough, round parameters for an argon inductive discharge
n_on = 1e11
tau_d = 200.0
tau_g = 10.0
f = 0.1
pressure_mtorr = 20.0
gas_temperature = 300.0
T_ag = 0.2            # late-afterglow electron temperature
tau_T = 20.0          # electron cooling time
tau_h = 2.0           # electron heating lag at turn-on
k_pool = 6e-10        # metastable pair ionization, cm^3/s, rough
OPTIONS = dict(method="DOP853", rtol=1e-10, atol=1e-15)

# Electron temperatures implied by the chosen rates
pressure_pa = pressure_mtorr * 1e-3 * const.torr
gas_density = pressure_pa / (const.k * gas_temperature) * 1e-6


def ionization(T):
    """Ionization frequency in 1/s from an approximate argon rate."""
    return gas_density * 2.34e-8 * T**0.59 * np.exp(-17.44 / T)


def wall_loss(T):
    """Loss frequency in 1/s, scaling with the ion sound speed."""
    return np.sqrt(T / T_ag) / (tau_d * 1e-6)


def net_growth(T):
    return ionization(T) - wall_loss(T)


T_on = brentq(net_growth, 1.0, 8.0)
T_growth = brentq(lambda T: net_growth(T) - 1e6 / tau_g, 1.0, 10.0)


def residual(t_off, cooling=False, source=0.0):
    """Integrate the afterglow; source is in units of n_on per us."""
    def rate(t, x):
        ratio = 1.0
        if cooling:
            ratio += (T_on / T_ag - 1) * np.exp(-t / tau_T)
        return -np.sqrt(ratio) * x / tau_d + source
    return solve_ivp(rate, (0, t_off), [1.0], **OPTIONS).y[0, -1]


def crossing(x_start, lag=0.0, saturate=False):
    """Integrate the growth until x reaches f; return the time."""
    if x_start >= f:
        return 0.0

    def rate(t, x):
        factor = 1 - np.exp(-t / lag) if lag > 0 else 1.0
        if saturate:
            factor = factor * (1 - x)
        return factor * x / tau_g

    def reached(t, x):
        return x[0] - f
    reached.terminal = True
    reached.direction = 1
    run = solve_ivp(rate, (0, 500), [x_start], events=reached,
                    max_step=2.0, **OPTIONS)
    assert len(run.t_events[0]) == 1
    return run.t_events[0][0]


def linear_delay(t_off):
    return max(0.0, tau_g / tau_d * (t_off - tau_d * np.log(1 / f)))


# Main result
off_times = [400.0, 600.0, 800.0, 1000.0, 1200.0]
x_res = [residual(t) for t in off_times]
delays = [crossing(x) for x in x_res]
for t, d in zip(off_times, delays):
    assert abs(d - linear_delay(t)) < 1e-4
slopes = np.diff(delays[1:]) / np.diff(off_times[1:])
assert np.allclose(slopes, tau_g / tau_d, rtol=1e-5)
t_0 = brentq(lambda t: residual(t) - f, 100, 1000)
assert abs(t_0 - tau_d * np.log(1 / f)) < 1e-3

# Effects that displace the line: cooling, heating lag, saturation
s = np.sqrt(T_on / T_ag)
cool_formula = tau_g * tau_T / tau_d * (2*(s - 1) - 2*np.log((1 + s)/2))
cool_shifts = [crossing(residual(t, cooling=True)) - linear_delay(t)
               for t in off_times[1:]]
assert np.allclose(cool_shifts, cool_formula, atol=1e-3)
lag_shift = crossing(x_res[3], lag=tau_h) - delays[3]
assert abs(lag_shift - tau_h) < 1e-3
sat_shifts = []
for x, d in zip(x_res[1:], delays[1:]):
    shift = crossing(x, saturate=True) - d
    assert abs(shift - tau_g * np.log((1 - x) / (1 - f))) < 1e-3
    sat_shifts.append(shift)

# Afterglow source from metastable pairs at two constant densities
source_rows = []
for n_meta in (3e10, 1e11):
    source = k_pool * n_meta**2 / n_on * 1e-6
    floor = source * tau_d
    x_1000 = residual(1000.0, source=source)
    expected = (1 - floor) * np.exp(-1000.0 / tau_d) + floor
    assert abs(x_1000 / expected - 1) < 1e-6
    plateau = crossing(residual(6000.0, source=source))
    assert abs(plateau - tau_g * np.log(f / floor)) < 1e-3
    bend = tau_d * np.log(1 / floor)
    lost = linear_delay(bend) - crossing(residual(bend, source=source))
    assert abs(lost - tau_g * np.log(2 - floor)) < 1e-3
    source_rows.append((n_meta, floor * n_on, bend,
                        crossing(x_1000), plateau))

# Pulse train with saturating growth, followed cycle by cycle
def turn_off_density(t_on, t_off, cycles=40):
    log_x = np.log(0.5)
    for _ in range(cycles):
        log_x -= t_off / tau_d
        run = solve_ivp(lambda t, y: (1 - np.exp(y)) / tau_g, (0, t_on),
                        [log_x], rtol=1e-8, atol=1e-10)
        log_x = run.y[0, -1]
    return np.exp(log_x)


train = {t_on: turn_off_density(t_on, 1000.0) for t_on in (40., 60., 200.)}
for t_on in (60., 200.):
    g, a = t_on / tau_g, 1000.0 / tau_d
    fixed = (1 - np.exp(a - g)) / (1 - np.exp(-g))
    assert abs(train[t_on] - fixed) < 1e-5
assert train[40.] < 1e-10

# Main corrections together, with the lower metastable density
low_source = k_pool * 3e10**2 / n_on * 1e-6
combined = [crossing(residual(t, cooling=True, source=low_source),
                     lag=tau_h, saturate=True) for t in off_times[1:]]

# Further sizes
n_res_1000 = x_res[3] * n_on
debye_cm = 100 * np.sqrt(const.epsilon_0 * T_ag
                         / (n_res_1000 * 1e6 * const.e))
omega_p = np.sqrt(f * n_on * 1e6 * const.e**2
                  / (const.epsilon_0 * const.m_e))
skin_cm = 100 * const.c / omega_p
recombination = 8.75e-27 * T_ag**-4.5 * n_on**2
hotter_slope = 1e6 / (net_growth(T_growth + 0.1) * tau_d)

print(f"density at turn-off n_on = {n_on:.1e} cm^-3")
print(f"threshold fraction f = {f:.2f}, n_th = {f*n_on:.1e} cm^-3")
print(f"decay time = {tau_d:.0f} us, growth time = {tau_g:.0f} us")
print(f"ln(1/f) = {np.log(1/f):.4f}")
print(f"off time where delay begins t_0 = {t_0:.1f} us")
print(f"slope = {slopes[0]:.4f} us/us = {1000*slopes[0]:.1f} us per ms")
for t, x, d in zip(off_times, x_res, delays):
    print(f"t_off {t:.0f} us: n_res {x*n_on:.3e} cm^-3, delay {d:.2f} us")
print(f"argon: {pressure_mtorr:.0f} mTorr, {gas_temperature:.0f} K, "
      f"gas density {gas_density:.2e} cm^-3")
print(f"Te: steady on {T_on:.2f}, growth {T_growth:.2f}, "
      f"late afterglow {T_ag:.2f} eV")
print(f"growth phase: ionization {ionization(T_growth):.2e} 1/s, "
      f"loss {wall_loss(T_growth):.2e} 1/s")
print(f"slope if growth Te is 0.1 eV higher = {hotter_slope:.4f} us/us")
print(f"cooling time {tau_T:.0f} us: added delay {cool_shifts[2]:.2f} us")
print(f"heating lag {tau_h:.0f} us: added delay {lag_shift:.2f} us")
print(f"saturation: added delay {sat_shifts[0]:.2f} us at 600 us, "
      f"{sat_shifts[2]:.2f} us at 1000 us")
print(f"metastable pair ionization coefficient {k_pool:.1e} cm^3/s")
for n_meta, floor_n, bend, d, plateau in source_rows:
    print(f"metastables {n_meta:.0e} cm^-3: floor {floor_n:.2e} cm^-3, "
          f"bend at {bend:.0f} us")
    print(f"  delay at t_off 1000 us {d:.2f} us, plateau {plateau:.2f} us")
for t_on, x in train.items():
    print(f"pulse train, t_off 1000 us, t_on {t_on:.0f} us: "
          f"n/n_on at turn-off {x:.4g}")
for t, d in zip(off_times[1:], combined):
    print(f"corrections together, t_off {t:.0f} us: delay {d:.2f} us")
print("corrected slopes between these off times = "
      + ", ".join(f"{v:.4f}" for v in np.diff(combined) / 200.0) + " us/us")
print(f"Debye length at t_off 1000 us = {debye_cm:.4f} cm")
print(f"collisionless skin depth at threshold = {skin_cm:.2f} cm")
print(f"three-body recombination at n_on, {T_ag} eV = "
      f"{recombination:.2g} 1/s; decay rate {1e6/tau_d:.0f} 1/s")
print("every check passed")
```

Printed output:

```
density at turn-off n_on = 1.0e+11 cm^-3
threshold fraction f = 0.10, n_th = 1.0e+10 cm^-3
decay time = 200 us, growth time = 10 us
ln(1/f) = 2.3026
off time where delay begins t_0 = 460.5 us
slope = 0.0500 us/us = 50.0 us per ms
t_off 400 us: n_res 1.353e+10 cm^-3, delay 0.00 us
t_off 600 us: n_res 4.979e+09 cm^-3, delay 6.97 us
t_off 800 us: n_res 1.832e+09 cm^-3, delay 16.97 us
t_off 1000 us: n_res 6.738e+08 cm^-3, delay 26.97 us
t_off 1200 us: n_res 2.479e+08 cm^-3, delay 36.97 us
argon: 20 mTorr, 300 K, gas density 6.44e+14 cm^-3
Te: steady on 2.39, growth 3.16, late afterglow 0.20 eV
growth phase: ionization 1.20e+05 1/s, loss 1.99e+04 1/s
slope if growth Te is 0.1 eV higher = 0.0402 us/us
cooling time 20 us: added delay 3.32 us
heating lag 2 us: added delay 2.00 us
saturation: added delay 0.54 us at 600 us, 0.99 us at 1000 us
metastable pair ionization coefficient 6.0e-10 cm^3/s
metastables 3e+10 cm^-3: floor 1.08e+08 cm^-3, bend at 1366 us
  delay at t_off 1000 us 25.50 us, plateau 45.28 us
metastables 1e+11 cm^-3: floor 1.20e+09 cm^-3, bend at 885 us
  delay at t_off 1000 us 16.79 us, plateau 21.20 us
pulse train, t_off 1000 us, t_on 40 us: n/n_on at turn-off 1.652e-18
pulse train, t_off 1000 us, t_on 60 us: n/n_on at turn-off 0.6337
pulse train, t_off 1000 us, t_on 200 us: n/n_on at turn-off 1
corrections together, t_off 600 us: delay 12.68 us
corrections together, t_off 800 us: delay 22.43 us
corrections together, t_off 1000 us: delay 31.28 us
corrections together, t_off 1200 us: delay 38.58 us
corrected slopes between these off times = 0.0487, 0.0443, 0.0365 us/us
Debye length at t_off 1000 us = 0.0128 cm
collisionless skin depth at threshold = 5.31 cm
three-body recombination at n_on, 0.2 eV = 0.12 1/s; decay rate 5000 1/s
every check passed
```
